\section*{Band-Edge Alignment of Separate Monolayers and Limits of the Vacuum Reference, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: the vacuum level as a reference}

Two monolayers, A and B, have been computed separately, each in its own periodic supercell. Each calculation gives a valence-band maximum $\varepsilon_v$ and a conduction-band minimum $\varepsilon_c$, but the two sets of numbers have unrelated zeros of energy. The problem is to put them on one scale, to find what that scale predicts for the stacked pair, and to find where the prediction breaks down.

The axis $z$ is normal to the layers, $\mathbf r$ is the position in the plane, and $e>0$ is the elementary charge. The density $\rho(\mathbf r,z)$ is the total charge density, nuclei and electrons together, and $\phi$ is its electrostatic potential. A bar denotes the average over one lateral unit cell. An electron has the planar-averaged electrostatic energy
\begin{equation}
U(z)=-e\,\bar\phi(z).
\end{equation}
Electron densities have exponential tails. ``Outside the layer'' means far enough out for these tails to be negligible.

\subsection*{(a) What does the potential look like outside an isolated layer?}

\textit{Find the equation obeyed by $\bar\phi$. For a neutral layer without an external field, find the potential far above and far below it. Determine how far from the layer the planar average is also the local potential.}

\textbf{Solution.} The layer is periodic in the plane, so density and potential can be expanded in lateral reciprocal vectors $\mathbf G$:
\begin{equation}
\phi(\mathbf r,z)=\sum_{\mathbf G}\phi_{\mathbf G}(z)e^{i\mathbf G\cdot\mathbf r},\qquad
\rho(\mathbf r,z)=\sum_{\mathbf G}\rho_{\mathbf G}(z)e^{i\mathbf G\cdot\mathbf r}.
\end{equation}
In Poisson's equation, $\nabla^2\phi=-\rho/\varepsilon_0$, two lateral derivatives of the exponential give $-G^2$. Each component therefore obeys
\begin{equation}
\phi_{\mathbf G}''(z)-G^2\phi_{\mathbf G}(z)=-\frac{\rho_{\mathbf G}(z)}{\varepsilon_0}.
\label{eq:harm}
\end{equation}
The component $\mathbf G=0$ is the planar average:
\begin{equation}
\bar\phi''(z)=-\frac{\bar\rho(z)}{\varepsilon_0}.
\label{eq:poisson}
\end{equation}

Let $q(z)=\int_{-\infty}^{z}\bar\rho(z')\,dz'$ be the charge per area below the height $z$. Without an external field $\bar\phi'(-\infty)=0$, and one integration gives $\bar\phi'(z)=-q(z)/\varepsilon_0$. Neutrality means $q(+\infty)=0$, so the field vanishes above the layer as well, and the potential is flat on both sides. A second integration gives the difference between the two plateaus:
\begin{align}
\bar\phi(+\infty)-\bar\phi(-\infty)
&=-\frac1{\varepsilon_0}\int_{-\infty}^{\infty}q(z)\,dz\nonumber\\
&=-\frac1{\varepsilon_0}\left(\bigl[zq(z)\bigr]_{-\infty}^{\infty}-\int_{-\infty}^{\infty}z\bar\rho(z)\,dz\right)
=\frac{p}{\varepsilon_0}.
\label{eq:step}
\end{align}
The second line is an integration by parts with $q'=\bar\rho$. Its boundary term vanishes because $q=0$ outside the layer on both sides. The quantity
\begin{equation}
p=\int z\,\bar\rho(z)\,dz
\end{equation}
is the dipole moment per area. It does not depend on the origin of $z$, because the layer is neutral. If $p=0$, as is the case when a mirror plane parallel to the layer maps it onto itself, both plateaus have the same value. This value defines one vacuum level $U_{\rm vac}$.

For $\mathbf G\neq0$ the right side of \eqref{eq:harm} vanishes outside the charge, and the solution that stays finite decays as $e^{-G|z|}$. The plateau is thus the local potential at every $\mathbf r$ once $|z|\gg1/G$ for the smallest nonzero $G$. For a lateral period of $0.4$ nm, $G=2\pi/(0.4\ \mathrm{nm})=15.7\ \mathrm{nm^{-1}}$. Between the heights $0.4$ and $1.0$ nm the harmonic falls by the factor $e^{-15.7\times0.6}=8\times10^{-5}$. For a period of $10$ nm, as in a long moiré pattern, the same factor is $e^{-0.628\times0.6}=0.69$. A second layer placed at such a height would then meet a potential that varies from place to place. The distant plateau still exists, but it is not the local reference for that second layer.

In a Kohn--Sham calculation the effective potential also contains the exchange--correlation part $v_{xc}$. In the local density approximation $v_{xc}$ tends to zero with the density, so the effective potential and the electrostatic energy have the same limit in the vacuum. Reading the plateau from the electrostatic part avoids the slowly vanishing tail of $v_{xc}$, whose exchange part goes as the cube root of the density.

\subsection*{(b) Where does a periodic calculation put the vacuum level?}

\textit{A plane-wave calculation with cell length $L$ along $z$ sets the average of the electrostatic potential over the cell to zero. Find $U_{\rm vac}$ in this convention for a neutral layer with $p=0$, and say what follows for the raw band energies.}

\textbf{Solution.} Let $\phi_{\rm iso}$ be the planar potential of the isolated layer, with its zero chosen in the vacuum. It vanishes with zero slope at both ends of the cell $-L/2<z<L/2$. Its periodic repetition is therefore smooth and solves the periodic Poisson equation. Two periodic solutions for the same density can differ by a constant only: their difference has zero second derivative, and a linear function with nonzero slope is not periodic. Hence
\begin{equation}
\bar\phi_{\rm per}(z)=\phi_{\rm iso}(z)+c,\qquad
c=-\frac1L\int_{-L/2}^{L/2}\phi_{\rm iso}(z)\,dz,
\end{equation}
where $c$ follows from the zero average. The integral is found by integrating by parts twice. All boundary terms vanish, since $\phi_{\rm iso}$ and $\phi_{\rm iso}'$ are zero at the cell ends:
\begin{align}
\int\phi_{\rm iso}\,dz
&=-\int z\,\phi_{\rm iso}'\,dz
=\int\frac{z^2}{2}\,\phi_{\rm iso}''\,dz
=-\frac{Q}{2\varepsilon_0},\\
Q&=\int z^2\bar\rho(z)\,dz .
\end{align}
The last equality in the first line uses \eqref{eq:poisson}. Therefore $c=Q/(2\varepsilon_0L)$. In the vacuum $\bar\phi_{\rm per}=c$, and
\begin{equation}
U_{\rm vac}=-\frac{eQ}{2\varepsilon_0L}.
\label{eq:uvac}
\end{equation}

Electrons spread further from the central plane than the nuclei of a flat layer do, so there $Q<0$ and $U_{\rm vac}>0$. The layer is a well for electrons; when the average is forced to zero, the vacuum is pushed above zero to compensate for the well.

Every raw band energy contains this shift. As $L$ grows it falls as $1/L$, although nothing physical has changed. Raw energies from different cells cannot be subtracted. Equal cell lengths do not cure this, because $Q$ differs between materials.

\subsection*{(c) Which energies can be compared, and what do they predict?}

\textit{Construct band energies that do not depend on the zero of the potential. State conditions under which their differences are the band offsets of the stacked pair, and prove the claim.}

\textbf{Solution.} If a constant $C$ is added to the potential energy, the Hamiltonian changes by $C$ times the identity. All eigenvalues shift by $C$, and so does $U_{\rm vac}$. The difference
\begin{equation}
E_i=\varepsilon_i-U_{\rm vac},\qquad i=v,c,
\label{eq:abs}
\end{equation}
is unchanged. It is the band edge measured from an electron at rest in the vacuum, and it is called absolute in this sense. The proposed offsets are
\begin{equation}
\Delta E_i=E_i^{B}-E_i^{A}
=\left(\varepsilon_i^{B}-U_{\rm vac}^{B}\right)-\left(\varepsilon_i^{A}-U_{\rm vac}^{A}\right).
\label{eq:offset}
\end{equation}

They hold for the stack under these conditions:
\begin{enumerate}
\item each layer is neutral;
\item each layer has $p=0$;
\item the layers are far enough apart for their densities, bound states and lateral harmonics not to overlap;
\item no charge is exchanged, which requires the higher valence edge to lie below the lower conduction edge.
\end{enumerate}
Both layers must also be treated with the same approximation to the Hamiltonian, and each with the atomic structure it has in the stack. A strained layer has a different density and hence different edges.

For the proof, take $\rho_A+\rho_B$ as a trial density for the stack. Poisson's equation is linear, so the potential is the sum of the isolated potentials, each with its zero in the vacuum. By conditions 1 and 2 and part (a), the planar potential of B vanishes everywhere outside B, in particular throughout A. By condition 3 its lateral harmonics are negligible there. In the local density approximation $v_{xc}$ at a point depends on the density at that point, so inside A it too is that of A alone. An electron in A therefore has the Hamiltonian of the isolated layer A, with energy zero in the vacuum, and its band edges are $E_i^A$. The same holds for B.

It remains to show that the trial density is self-consistent. Condition 4 ensures that the lowest states of the stack, filled up to the total number of electrons, are the filled states of A together with those of B. Their density is $\rho_A+\rho_B$, which is the density assumed. The offsets of the stack are thus those of \eqref{eq:offset}, within this mean-field description and up to exponentially small overlaps.

\subsection*{(d) A model pair}

\textit{Test the alignment on two model layers whose stack can be solved as one system.}

\textbf{Solution.} Each layer consists of a positive and a negative Gaussian sheet of equal and opposite charge per area, $\pm s$, with widths $w_+=0.06$ nm and $w_-=0.12$ nm. The positive sheet is modulated along $x$ by the factor $1+\eta\cos Gx$ with period $0.4$ nm. Layer A has $s=30\,e/\mathrm{nm^2}$ and $\eta=0.3$; layer B has $s=26\,e/\mathrm{nm^2}$ and $\eta=0.4$. These are round parameters and stand for no material. One electron of free mass moves in the $x$--$z$ plane in the potential of this fixed charge, without $v_{xc}$. The modulation couples the waves $e^{\pm iGx/2}$, which are degenerate without it, and so opens a gap at the zone boundary. The two lowest bands are named valence and conduction band. In a scan over four wavevectors from the zone centre to the zone boundary, the maximum of the first and the minimum of the second were found at the zone boundary.

A Gaussian of width $w$ centred at $z=0$ has mean square height $w^2$. For layer A this gives
\begin{equation}
Q_A=s(w_+^2-w_-^2)=30\,(0.0036-0.0144)\,e=-0.324\,e .
\end{equation}
With $e/\varepsilon_0=18.095$ V\,nm and the cell length $L_A=2.4$ nm, \eqref{eq:uvac} gives
\begin{equation}
U_{\rm vac}^{A}=\frac{18.095\times0.324}{2\times2.4}\ \mathrm{eV}=1.221\ \mathrm{eV}.
\end{equation}
Layer B, with $Q_B=-0.2808\,e$ and $L_B=3.6$ nm, has $U_{\rm vac}^{B}=0.706$ eV. Both values agree with the plateaus of the numerical periodic potentials. The raw edges and \eqref{eq:abs} give, in eV,
\begin{align}
E_v^A&=-5.811-1.221=-7.032, & E_c^A&=-3.637-1.221=-4.858,\\
E_v^B&=-5.160-0.706=-5.866, & E_c^B&=-2.699-0.706=-3.405.
\end{align}
The aligned offsets are
\begin{equation}
\Delta E_v=1.166\ \mathrm{eV}=1.869\times10^{-19}\ \mathrm{J},\qquad
\Delta E_c=1.453\ \mathrm{eV}.
\end{equation}
The highest valence edge, that of B, lies $1.008$ eV below the lowest conduction edge, that of A. Condition 4 is met.

Subtracting raw valence energies would give $-5.160+5.811=0.651$ eV. This is too small by $0.52$ eV, the difference of the two vacuum levels. If A is computed in a cell of $3.6$ nm as well, its raw valence edge moves to $-6.218$ eV and its vacuum level to $0.814$ eV. The absolute edge stays at $-7.032$ eV, but the raw difference becomes $1.058$ eV. It is still wrong, now by $0.11$ eV, although the cells are equally long.

For an independent test, both layers were placed in one system with their centres $1.2$ nm apart. The potential was built from isolated-sheet solutions instead of periodic ones, and the complete Hamiltonian was diagonalized. The edges on the two sides differ by $1.166$ and $1.453$ eV, as predicted. Since the charge is frozen, this tests the electrostatic reference and the absence of tunnelling. It does not test the self-consistency argument of part (c). The computed edges and offsets are listed in the numerical output.

\section*{Second half: when one vacuum level is not enough}

The electron's planar electrostatic energy is $U=-e\bar\phi$, with $\bar\phi''=-\bar\rho/\varepsilon_0$. For a neutral layer with dipole per area $p=\int z\bar\rho\,dz$, the isolated potential satisfies $\bar\phi(+\infty)-\bar\phi(-\infty)=p/\varepsilon_0$. If $p=0$, there is one vacuum level, and the absolute edges are $E_i=\varepsilon_i-U_{\rm vac}$. Their differences $\Delta E_i=E_i^B-E_i^A$ are the offsets of a stack of neutral, non-polar, separated layers that exchange no charge. The model layers have $E_v^A=-7.032$ eV, $E_v^B=-5.866$ eV and $\Delta E_v=1.166$ eV. Cells extend from $-L/2$ to $L/2$, and $e/\varepsilon_0=18.095$ V\,nm. Parts (e) to (h) each give up one of the conditions; part (i) keeps them all and asks about charged excitations.

\subsection*{(e) A polar layer}

\textit{A layer whose two faces are not related by any symmetry can have $p\neq0$. Consider such a polar layer. Find its vacuum levels, the potential that a periodic calculation returns, and the correct reference for a stack.}

\textbf{Solution.} Multiplying the potential step by $-e$ gives
\begin{equation}
\Delta U\equiv U_{\rm top}-U_{\rm bot}=-\frac{ep}{\varepsilon_0}.
\label{eq:dU}
\end{equation}
There are two vacuum levels, and a band edge has two absolute values, $\varepsilon_i-U_{\rm top}$ and $\varepsilon_i-U_{\rm bot}$.

A periodic potential cannot have different values at the two ends of the cell. The periodic solution is
\begin{equation}
\bar\phi_{\rm per}(z)=\phi_{\rm iso}(z)-\frac{p}{\varepsilon_0L}\,z+c .
\end{equation}
The added linear term has no second derivative, so Poisson's equation still holds. Across the cell it changes by $-p/\varepsilon_0$, which cancels the step, and the slopes at both ends are equal. In terms of $U$,
\begin{equation}
U_{\rm per}(z)=U_{\rm iso}(z)-\frac{\Delta U}{L}\,z+C,\qquad C=-ec,
\label{eq:uper}
\end{equation}
because $-e\,(-p/\varepsilon_0L)=ep/(\varepsilon_0L)=-\Delta U/L$. The vacuum is tilted by an artificial field. The dipole correction adds $+(\Delta U/L)z$ and restores two flat plateaus; the jump that this creates at the cell boundary lies in the vacuum. In a self-consistent calculation the correction must act during the iterations, since the artificial field would otherwise polarize the layer.

Now place a non-polar layer A above the polar layer J. Layer A then lies in the top plateau of J, and its edges are $E_i^A+U_{\rm top}$. Those of J are $\varepsilon_i^J$. The offset is
\begin{equation}
\varepsilon_i^J-\left(E_i^A+U_{\rm top}\right)=\left(\varepsilon_i^J-U_{\rm top}\right)-E_i^A .
\end{equation}
With A below J, $U_{\rm bot}$ takes the place of $U_{\rm top}$. The reference is the vacuum level on the side that faces the partner. If both layers are polar, the same reasoning applies to each: the gap between them has a single potential, and each layer is referred to its own plateau on that side.

As an example, J is layer B with its negative sheet moved up by $0.002$ nm. Then
\begin{equation}
p=-26\times0.002\ e/\mathrm{nm}=-0.052\ e/\mathrm{nm},\qquad
\Delta U=18.095\times0.052\ \mathrm{eV}=0.941\ \mathrm{eV}.
\end{equation}
The top, towards which the negative charge has moved, has the higher electron energy. In a cell of $3.6$ nm the uncorrected vacuum slope is $-0.941/3.6=-0.261$ eV/nm, in agreement with the numerical potential. After the dipole correction the valence edge of J is $-5.403$ eV from the bottom vacuum and $-6.344$ eV from the top vacuum. The valence offsets from A are
\begin{align}
\text{bottom of J facing A:}&\quad -5.403+7.032=1.629\ \mathrm{eV},\\
\text{top of J facing A:}&\quad -6.344+7.032=0.688\ \mathrm{eV}.
\end{align}
Direct diagonalization of the two stacks, with layer centres $1.2$ nm apart, gives the same two values. Turning J over changes the offset by the full vacuum step.

It remains to see what a single reading of the uncorrected potential gives. At the upper end of the cell, with the layer at $z=0$, \eqref{eq:uper} becomes
\begin{equation}
U_{\rm per}(L/2)=U_{\rm top}-\frac{\Delta U}{2}+C=\frac{U_{\rm top}+U_{\rm bot}}2+C .
\end{equation}
The lower end gives the same. The reading is the mean of the two vacuum levels and belongs to neither face. For a state centred near $z=0$ the tilt hardly changes the eigenvalue apart from $C$, so the resulting edge is wrong by about half the step, here $0.47$ eV, for either face. The numerical edge obtained in this way is $-5.873$ eV, and the mean of the two correct values is $-5.874$ eV. The remaining $0.001$ eV is of the size expected if the artificial field acts on a state whose centre is displaced by a few thousandths of a nanometre; that displacement was not computed.

For neutral, separated layers that exchange no charge, band edges can be aligned through the vacuum level, provided that a polar layer is referred to the level on the side facing its partner. It remains to examine charged layers, layers in contact, a broken gap, and the energies for removing and adding an electron in the stack.
